**Fixed geminal amplitudes from the coalescence conditions**

For a correlation factor $f(r_{12})$ with slope $f'(0)=1/a_0$, the operator $3/8+\hat P/8$, where $\hat P$ exchanges the two positions, gives amplitude 1/2 for singlet and 1/4 for triplet pairs. The program solves the relative motion of two trapped electrons for partial waves $l=0,1,2$ and asserts the cusp slope $1/[2(l+1)a_0]$, both for the interacting state and to first order. It extracts the direct and exchange weights from finite-difference Laplacians of a generic orbital product and asserts that they are 3/8 and 1/8. It also asserts that the singlet cusp survives projection with one occupied and one virtual orbital, and that explicit spin matrices give the closed-shell weights 5/8 and −1/8. For a 0s0p pair in a trap with $\hbar\omega=1$ hartree and $\gamma=0.5/a_0$, the output shows that the fixed amplitudes recover 97.9 % of the singlet and 90.4 % of the triplet second-order energy. Interchanging the amplitudes lowers these shares to 68.9 % and 76.9 %.

## Numerical verification

```python
"""
Result under test: with a correlation factor f(r12) of slope f'(0) = 1/a0, the
first-order pair function has the right leading coalescence behaviour when
    u = f * (3/8 + P/8) * phi_i(1) phi_j(2),
i.e. amplitude 1/2 for singlet and 1/4 for triplet pairs.
Symbols: P exchanges the two positions; r = r1 - r2; l = partial wave in r;
gamma = exponent in f = -exp(-gamma r)/gamma; omega = trap frequency;
B, V = quadratic and linear coefficients of the Hylleraas functional.
Internal units: hbar = m = e = 1 (Gaussian), so a0 = 1 and energy is in hartree.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import chebyshev as cheb
from scipy.linalg import eig
from scipy import constants as const

e2_gauss = const.e**2 / (4 * np.pi * const.epsilon_0)
a0_m = const.hbar**2 / (const.m_e * e2_gauss)
hartree_ev = e2_gauss / a0_m / const.e
print(f"Bohr radius hbar^2/(m e^2) = {a0_m*1e10:.6f} angstrom")
print(f"hartree e^2/a0 = {hartree_ev:.5f} eV")

# ---------- relative motion of two electrons in a harmonic trap ----------
DEGREE = 40


def tables(x, length):
    """Chebyshev polynomials in r and their first two r-derivatives."""
    unit = np.eye(DEGREE + 1)
    return [cheb.chebval(x, cheb.chebder(unit, k)).T * (2 / length)**k
            for k in range(3)]


def radial_grid(omega):
    length = 10 / np.sqrt(omega)
    x, weight = np.polynomial.legendre.leggauss(200)
    return x, length * (x + 1) / 2, weight * length / 2, length


def reference_mean(func, l, omega):
    """Mean value in the noninteracting state r^l exp(-omega r^2/4)."""
    _, r, weight, _ = radial_grid(omega)
    density = weight * r**(2*l + 2) * np.exp(-omega * r**2 / 2)
    return np.sum(density * func(r)) / np.sum(density)


def collocation(l, omega):
    """r*(H0) acting on r^l y(r), divided by r^l, at interior points only."""
    length = 10 / np.sqrt(omega)
    x = np.cos(np.pi * (np.arange(DEGREE) + 0.5) / DEGREE)
    r = length * (x + 1) / 2
    t0, t1, t2 = tables(x, length)
    h0 = (-r[:, None] * t2 - 2 * (l + 1) * t1
          + (omega**2 * r**3 / 4)[:, None] * t0)
    return r, t0, h0, length


def interacting(l, omega, strength):
    """Lowest eigenvalue and slope y'(0)/y(0) for repulsion strength/r."""
    r, t0, h0, length = collocation(l, omega)
    left = np.vstack([h0 + strength * t0, np.ones(DEGREE + 1)])
    right = np.vstack([r[:, None] * t0, np.zeros(DEGREE + 1)])
    values, vectors = eig(left, right)
    guess = (omega * (l + 1.5)
             + strength * reference_mean(lambda s: 1 / s, l, omega))
    finite = np.isfinite(values)
    distance = np.full(len(values), np.inf)
    distance[finite] = np.abs(values[finite] - guess)
    k = np.argmin(distance)
    y0, y1, _ = tables(np.array([-1.0]), length)
    slope = (y1 @ vectors[:, k])[0] / (y0 @ vectors[:, k])[0]
    return values[k].real, slope.real


def first_order(l, omega):
    """E1, E2 and the slope of psi1/psi0 at r = 0."""
    r, t0, h0, length = collocation(l, omega)
    e0 = omega * (l + 1.5)
    e1 = reference_mean(lambda s: 1 / s, l, omega)
    xq, rq, wq, _ = radial_grid(omega)
    tq = tables(xq, length)[0]
    psi0 = np.exp(-omega * rq**2 / 4)
    measure = wq * rq**(2*l + 2) * psi0
    norm = np.sum(measure * psi0)
    matrix = np.vstack([h0 - e0 * r[:, None] * t0,
                        np.ones(DEGREE + 1), measure @ tq / norm])
    source = np.append(-(1 - e1 * r) * np.exp(-omega * r**2 / 4), [0, 0])
    coef = np.linalg.lstsq(matrix, source, rcond=None)[0]
    e2 = np.sum(measure * (1 / rq - e1) * (tq @ coef)) / norm
    slope = (tables(np.array([-1.0]), length)[1] @ coef)[0]
    return e1, e2, slope


omega, gamma = 1.0, 0.5
print(f"trap quantum hbar*omega = {omega:.1f} hartree")
print(f"correlation exponent gamma = {gamma:.1f} 1/a0")
# closed-form state (1 + r/2) exp(-r^2/8) at omega = 1/2 has energy 5/4
assert abs(interacting(0, 0.5, 1.0)[0] - 1.25) < 1e-7

second_order = {}
for l in range(3):
    energy, slope_full = interacting(l, omega, 1.0)
    e1, e2, slope_first = first_order(l, omega)
    expected = 1 / (2 * (l + 1))
    assert abs(slope_full - expected) < 1e-5
    assert abs(slope_first - expected) < 1e-5
    step = 0.02
    curvature = (interacting(l, omega, step)[0]
                 + interacting(l, omega, -step)[0]
                 - 2 * interacting(l, omega, 0.0)[0]) / (2 * step**2)
    assert abs(curvature - e2) < 1e-4
    second_order[l] = (e1, e2)
    print(f"l={l}: cusp slope, interacting = {slope_full:.6f} 1/a0")
    print(f"l={l}: cusp slope, first order = {slope_first:.6f} 1/a0")
    print(f"l={l}: relative energy, interacting = {energy:.6f} hartree")

# ---------- weights from the Laplacian of a generic orbital product ----------
mp.mp.dps = 80


def orbital_i(p):
    return (1 + mp.mpf('0.3')*p[0]) * mp.exp(-mp.mpf('0.7')*sum(q*q for q in p))


def orbital_j(p):
    return ((mp.mpf('0.5') + p[1] + mp.mpf('0.2')*p[2])
            * mp.exp(-mp.mpf('0.4')*sum(q*q for q in p)))


def direct(c):
    return orbital_i(c[:3]) * orbital_j(c[3:])


def exchanged(c):
    return orbital_j(c[:3]) * orbital_i(c[3:])


def correlation(c):
    dist = mp.sqrt(sum((c[k] - c[k+3])**2 for k in range(3)))
    return -mp.exp(-gamma * dist) / gamma


def kinetic(func, c, h=mp.mpf(10)**-18):
    total = -12 * func(c)
    for k in range(6):
        for sign in (1, -1):
            moved = list(c)
            moved[k] += sign * h
            total += func(moved)
    return -total / (2 * h**2)


center = [mp.mpf('0.4'), mp.mpf('-0.3'), mp.mpf('0.5')]
direction = [mp.mpf(1)/3, mp.mpf(2)/3, mp.mpf(2)/3]
separation = mp.mpf(10)**-8
rows = []
for sign in (1, -1):
    half = [sign * separation * n / 2 for n in direction]
    point = ([a + b for a, b in zip(center, half)]
             + [a - b for a, b in zip(center, half)])
    rows.append([direct(point) / separation,
                 kinetic(lambda c: correlation(c) * direct(c), point),
                 kinetic(lambda c: correlation(c) * exchanged(c), point)])
even = [separation * (a + b) / 2 for a, b in zip(*rows)]
odd = [(a - b) / 2 for a, b in zip(*rows)]
system = mp.matrix([[even[1], even[2]], [odd[1], odd[2]]])
weights = mp.lu_solve(system, mp.matrix([-even[0], -odd[0]]))
w_direct, w_exchange = float(weights[0]), float(weights[1])
assert abs(w_direct - 3/8) < 1e-6 and abs(w_exchange - 1/8) < 1e-6
jump = float((odd[0] + odd[1] / 2) / odd[0])
assert abs(jump + 1) < 1e-6
print(f"direct weight from Laplacians = {w_direct:.6f}")
print(f"exchange weight from Laplacians = {w_exchange:.6f}")
print(f"sum (singlet amplitude) = {w_direct + w_exchange:.6f}")
print(f"difference (triplet amplitude) = {w_direct - w_exchange:.6f}")
print(f"relative triplet jump left if 1/2 is used for all = {jump:.6f}")

# ---------- cusp after the strong-orthogonality projection ----------
def occupied(r):
    return np.pi**-0.75 * np.exp(-r**2 / 2)


def virtual(r):
    return np.sqrt(2/3) * (1.5 - r**2) * occupied(r)


nodes, node_weights = np.polynomial.legendre.leggauss(60)


def potential(orbital, x):
    """Integral of orbital*occupied*f over one electron, other at radius x."""
    total = 0.0
    for low, high in ((0.0, x), (x, x + 9.0)):
        y = low + (high - low) * (nodes + 1) / 2
        near, far = np.abs(x - y), x + y
        primitive = [np.exp(-gamma*s) * (s/gamma + 1/gamma**2)
                     for s in (near, far)]
        mean_f = -(primitive[0] - primitive[1]) / (2 * x * y * gamma)
        total += np.sum(node_weights * (high - low) / 2 * 4 * np.pi * y**2
                        * orbital(y) * occupied(y) * mean_f)
    return total


radii = 4.5 * (nodes + 1)
shell = 4.5 * node_weights * 4 * np.pi * radii**2
c_occ = np.sum(shell * occupied(radii)**2
               * np.array([potential(occupied, x) for x in radii]))
c_vir = np.sum(shell * virtual(radii) * occupied(radii)
               * np.array([potential(virtual, x) for x in radii]))


def projected_pair(s, radius=0.8):
    a, b = radius + s/2, radius - s/2
    pair = occupied(a) * occupied(b)
    bracket = (-np.exp(-gamma*s)/gamma - potential(occupied, a)
               - potential(occupied, b) + c_occ)
    return 0.5 * (pair * bracket - c_vir * virtual(a) * virtual(b))


def one_sided(s):
    return (projected_pair(s) - projected_pair(0.0)) / s / occupied(0.8)**2


projected_slope = 2 * one_sided(0.001) - one_sided(0.002)
assert abs(projected_slope - 0.5) < 1e-5
print(f"singlet cusp slope after projection = {projected_slope:.6f} 1/a0")

# ---------- spin: singlet/triplet projectors on antisymmetric states ----------
n_orb = 3
swap = np.zeros((9, 9))
for p in range(n_orb):
    for q in range(n_orb):
        swap[q*n_orb + p, p*n_orb + q] = 1
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
spin_dot = sum(np.kron(s, s) for s in pauli).real / 4
spin_swap = np.eye(4)[[0, 2, 1, 3]]
singlet = np.eye(4) / 4 - spin_dot
by_spin = np.kron(np.eye(9), singlet / 2 + (np.eye(4) - singlet) / 4)
by_position = np.kron(w_direct * np.eye(9) + w_exchange * swap, np.eye(4))
antisym = (np.eye(36) - np.kron(swap, spin_swap)) / 2
assert np.max(np.abs(antisym @ (by_spin - by_position) @ antisym)) < 1e-6
rng = np.random.default_rng(4)
sums, traces = [], []
for _ in range(4):
    kernel = rng.normal(size=(9, 9))
    kernel = kernel + kernel.T
    kernel = kernel + swap @ kernel @ swap
    sums.append([np.trace(kernel), np.trace(kernel @ swap)])
    traces.append(np.trace(antisym @ np.kron(kernel, np.eye(4)) @ by_spin))
closed = np.linalg.lstsq(np.array(sums), np.array(traces), rcond=None)[0]
assert np.allclose(np.array(sums) @ closed, traces, atol=1e-10)
assert np.allclose(closed, [5/8, -1/8], atol=1e-10)
print(f"closed-shell weight of direct element = {closed[0]:.6f}")
print(f"closed-shell weight of exchange element = {closed[1]:.6f}")

# ---------- worked example: 0s 0p pair in the trap ----------
def trap_s(p):
    return np.exp(-omega * np.sum(p**2, axis=1) / 2)


r1, r2 = rng.normal(size=(2, 20, 3))
sp = trap_s(r1) * r2[:, 2] * trap_s(r2)
ps = trap_s(r2) * r1[:, 2] * trap_s(r1)
rel, com = r1 - r2, (r1 + r2) / 2
envelope = np.exp(-omega * (np.sum(com**2, axis=1) + np.sum(rel**2, axis=1)/4))
assert np.allclose((sp + ps) / 2, com[:, 2] * envelope, atol=1e-13)
assert np.allclose((sp - ps) / 2, -rel[:, 2] / 2 * envelope, atol=1e-13)


def factor(r):
    return -np.exp(-gamma * r) / gamma


for l, name, fixed, other in ((0, "singlet", 0.5, 0.25),
                              (1, "triplet", 0.25, 0.5)):
    e1, e2 = second_order[l]
    quad_b = reference_mean(lambda r: np.exp(-2 * gamma * r), l, omega)
    lin_v = (reference_mean(lambda r: factor(r) / r, l, omega)
             - reference_mean(factor, l, omega) * e1)
    # quadratic coefficient again, from H0 - E0 applied by finite differences
    _, r, weight, _ = radial_grid(omega)

    def radial(s):
        return s**(l + 1) * np.exp(-omega * s**2 / 4)

    def trial(s):
        return factor(s) * radial(s)

    h = 1e-4
    second = (trial(r + h) - 2 * trial(r) + trial(r - h)) / h**2
    acted = (-second + (l*(l+1)/r**2 + omega**2*r**2/4
                        - omega*(l + 1.5)) * trial(r))
    b_check = np.sum(weight*trial(r)*acted) / np.sum(weight*radial(r)**2)
    assert abs(b_check - quad_b) < 1e-5

    def hylleraas(c):
        return c**2 * quad_b + 2 * c * lin_v

    best = -lin_v / quad_b
    assert e2 - 1e-8 <= hylleraas(best) <= hylleraas(fixed)
    assert hylleraas(fixed) < hylleraas(other)
    print(f"{name}: first-order energy E1 = {e1:.6f} hartree")
    print(f"{name}: converged second-order E2 = {e2:.6f} hartree")
    print(f"{name}: B = {quad_b:.6f} hartree")
    print(f"{name}: V = {lin_v:.6f} hartree")
    print(f"{name}: J at fixed amplitude {fixed} = {hylleraas(fixed):.6f} hartree")
    print(f"{name}: the same J = {hylleraas(fixed)*hartree_ev:.4f} eV")
    print(f"{name}: share of E2 at fixed amplitude = {100*hylleraas(fixed)/e2:.2f} %")
    print(f"{name}: optimized amplitude = {best:.5f}")
    print(f"{name}: share of E2 when optimized = {100*hylleraas(best)/e2:.2f} %")
    print(f"{name}: share of E2 at amplitude {other} = {100*hylleraas(other)/e2:.2f} %")

print("all tests passed")
```

Printed output:

```
Bohr radius hbar^2/(m e^2) = 0.529177 angstrom
hartree e^2/a0 = 27.21139 eV
trap quantum hbar*omega = 1.0 hartree
correlation exponent gamma = 0.5 1/a0
l=0: cusp slope, interacting = 0.500000 1/a0
l=0: cusp slope, first order = 0.500000 1/a0
l=0: relative energy, interacting = 2.230121 hartree
l=1: cusp slope, interacting = 0.250000 1/a0
l=1: cusp slope, first order = 0.250000 1/a0
l=1: relative energy, interacting = 3.015077 hartree
l=2: cusp slope, interacting = 0.166667 1/a0
l=2: cusp slope, first order = 0.166667 1/a0
l=2: relative energy, interacting = 3.918156 hartree
direct weight from Laplacians = 0.375000
exchange weight from Laplacians = 0.125000
sum (singlet amplitude) = 0.500000
difference (triplet amplitude) = 0.250000
relative triplet jump left if 1/2 is used for all = -1.000000
singlet cusp slope after projection = 0.500000 1/a0
closed-shell weight of direct element = 0.625000
closed-shell weight of exchange element = -0.125000
singlet: first-order energy E1 = 0.797885 hartree
singlet: converged second-order E2 = -0.077891 hartree
singlet: B = 0.248429 hartree
singlet: V = -0.138374 hartree
singlet: J at fixed amplitude 0.5 = -0.076267 hartree
singlet: the same J = -2.0753 eV
singlet: share of E2 at fixed amplitude = 97.91 %
singlet: optimized amplitude = 0.55700
singlet: share of E2 when optimized = 98.95 %
singlet: share of E2 at amplitude 0.25 = 68.89 %
triplet: first-order energy E1 = 0.531923 hartree
triplet: converged second-order E2 = -0.017821 hartree
triplet: B = 0.148086 hartree
triplet: V = -0.050723 hartree
triplet: J at fixed amplitude 0.25 = -0.016106 hartree
triplet: the same J = -0.4383 eV
triplet: share of E2 at fixed amplitude = 90.38 %
triplet: optimized amplitude = 0.34252
triplet: share of E2 when optimized = 97.49 %
triplet: share of E2 at amplitude 0.5 = 76.88 %
all tests passed
```
